# The Slow Advance of the Trap-Filling Front into the Debye Tail, part 2

A reverse bias has emptied the traps near the surface of an n-type semiconductor. During a pulse of length $t$, electrons in the tail of the depletion edge refill them, and the half-filled front moves towards the surface. The algebra is in atomic units: the elementary charge, the electron mass, $\hbar$ and $4\pi\epsilon_0$ are all one.

**A1** takes uniform, fully ionised donors of density $N$ and neglects the charge of the traps, whose density is $N_T\ll N$. **A2** takes a flat electron quasi-Fermi level during the pulse, so that $n=N\exp(-u)$ is the electron density. Here $u$ is the upward band bending from the bulk in units of $kT$, with the value $u_s$ at the surface. The traps have one level, capture coefficient $c$ and emission rate $e$. The relative permittivity is $\varepsilon$, and the Debye length $L$ is given by

$$L^2=\frac{\varepsilon kT}{4\pi N}.$$

Depth is $x=W-s$, with $s$ measured towards the surface from the corrected edge $W=L\sqrt{2(u_s-1)}$. By **Lemma 2**, up to an exponentially small term,

$$s(u)=L\sqrt{2(u-1)},\qquad \frac{ds}{du}=\frac{L^2}{s} .$$

The remark after it finds the first moment of the charge:

$$\int_0^\infty x(N-n)\,dx=NL^2\int_0^\infty xu''\,dx=-NL^2\int_0^\infty u'\,dx=NL^2u_s=N\left(\frac{W^2}{2}+L^2\right).$$

**Lemma 3** gives the probability that a trap is filled:

$$f=\frac{cn}{cn+e}\left\{1-\exp\left[-(cn+e)t\right]\right\}.$$

By the **Theorem**, for $et\ll1$ the front lies near $u_f=\ln(cNt/\ln2)$ and follows the slow law

$$s_f=L\sqrt{2\ln\frac{t}{\tau}},\qquad \tau=\frac{\exp(1)\ln2}{cN} .$$

The example is silicon at $200$ K with $\varepsilon=11.7$, $kT=0.01723$ eV, $N=10^{15}\ \mathrm{cm^{-3}}$ and $L\approx105.6$ nm. A cross-section of $10^{-15}\ \mathrm{cm^2}$ and a mean speed of $1.55\times10^7$ cm/s give $c=1.55\times10^{-8}\ \mathrm{cm^3/s}$ and $\tau\approx0.12$ μs. The surface bending in the pulse is $0.60$ eV, so $u_s=34.8$ and $W\approx868$ nm. The tabulated pulses of 1 μs, 10 μs, 100 μs, 1 ms and 10 ms give $s_f=216.7$, $313.5$, $386.8$, $448.2$ and $502.2$ nm. At 1 ms, $u_f=10.0$ and the distance between 90% and 10% occupation is 76 nm.

### Proposition 3: emission delays the front and then stops it

**Proposition 3.** To first order in $et$, emission lowers the band bending at the half-filled front by

$$\Delta u=\frac{1}{\ln2}\left(\frac{1}{\ln2}-1\right)et\approx0.639\,et,$$

and moves the front back by $(L^2/s_f)\,\Delta u$. For $t\to\infty$ the front stops where $cn=e$, at

$$u_\infty=\ln\frac{cN}{e},\qquad s_\infty=L\sqrt{2(u_\infty-1)} .$$

*Proof.* Write $K=cnt$ and $\eta=et$. Lemma 3 becomes

$$f=\frac{K}{K+\eta}\left[1-\exp(-K-\eta)\right].$$

To first order in $\eta$, $K/(K+\eta)=1-\eta/K$ and $\exp(-K-\eta)=(1-\eta)\exp(-K)$. Hence

$$f=1-\exp(-K)-\frac{\eta}{K}\left[1-\exp(-K)\right]+\eta\exp(-K).$$

Put $K=\ln2+\kappa$ with $\kappa$ of order $\eta$. Then $1-\exp(-K)=\tfrac12+\tfrac12\kappa$, while in the terms that already carry $\eta$ one may set $K=\ln2$. The condition $f=\tfrac12$ reads

$$\frac{\kappa}{2}-\frac{\eta}{2\ln2}+\frac{\eta}{2}=0,\qquad \kappa=\eta\left(\frac1{\ln2}-1\right).$$

The front is at $u=\ln(cNt/K)$. Raising $K$ from $\ln2$ to $\ln2+\kappa$ lowers $u$ by $\kappa/\ln2$, which is $\Delta u$. The shift in $s$ follows from $ds/du=L^2/s$.

For long times the exponential in Lemma 3 vanishes and $f=cn/(cn+e)$. This is one half when $cn=e$, so $cN\exp(-u_\infty)=e$. $\square$

The lag formula was tested with a pulse for which $et=0.1$: it predicts $1.295$ nm, and the numerical front lags by $1.289$ nm.

**Remark: the stopping point is the Fermi-level crossing.** Let the trap lie an energy $E$ below the conduction-band edge $E_c$, and let its filled and empty states have equal degeneracy. In equilibrium capture and emission balance, $cn(1-f)=ef$. The occupation obeys $f/(1-f)=\exp[(E_F-E_c+E)/kT]$, and the density is $n=N_c\exp[(E_F-E_c)/kT]$, with $N_c$ the effective density of states. Dividing the second expression by the first removes the Fermi level:

$$e=cn\frac{1-f}{f}=cN_c\exp\left(-\frac{E}{kT}\right).$$

Therefore

$$kTu_\infty=E-kT\ln\frac{N_c}{N} .$$

The last term is the distance of the Fermi level below the band edge in the bulk. The front stops where the bands have been raised just enough to lift the trap level to the Fermi level. Beyond that point the equilibrium occupation is below one half, and no pulse of any length can half fill the traps.

For $E=0.45$ eV and $N_c=1.49\times10^{19}\ \mathrm{cm^{-3}}$, with $E/kT=26.11$,

$$e=1.55\times10^{-8}\times1.49\times10^{19}\times\exp(-26.11)\ \mathrm{s^{-1}}\approx1.06\ \mathrm{s^{-1}} .$$

Then $u_\infty=26.11-9.61=16.50$ and $s_\infty=105.6\sqrt{2\times15.5}\approx588$ nm. A numerical pulse of length $20/e$ ends at the same place. At 10 ms, $et=0.011$ and the lag is $0.15$ nm, so all the pulses in the table lie in the regime of the theorem. The slow law covers the range $\tau\ll t\ll1/e$, here roughly from a microsecond to some tens of milliseconds.

### Proposition 4: the capacitance signal

After the pulse the junction returns to a reverse bias and its capacitance is read before the traps have emitted. Let $W_r$ be the corrected edge at that bias and $x_r=W_r-s_\infty$ the depth at which the trap level crosses the Fermi level there. Traps deeper than $x_r$ are treated as filled before and after the pulse. The traps are acceptors, neutral when empty and negative when filled. The depth of the pulse front is $x_f=W-s_f$, and both fronts are treated as sharp.

**Proposition 4.** To first order in $N_T/N$, at fixed reverse bias,

$$\frac{\Delta C}{C}=-\frac{N_T}{2N}\,\frac{x_r^2-x_f^2}{W_r^2} .$$

*Proof.* Integrating Poisson's equation twice, as in the remark after Lemma 2, shows that the total band bending equals $(4\pi/\varepsilon)\int x\rho\,dx$. The bias fixes this first moment of the charge. The smeared edge adds $NL^2$ to it, taken to be the same before and after the pulse. The constant charge of the traps deeper than $x_r$ is left out of the baseline, which affects the result in second order in $N_T/N$.

Before the pulse the remaining moment is $NW_r^2/2$. After it, the layer $x_f<x<x_r$ carries the extra charge density $-N_T$, and the edge moves to $W'$ to restore the moment:

$$\frac{NW'^2}{2}-\frac{N_T}{2}\left(x_r^2-x_f^2\right)=\frac{NW_r^2}{2} .$$

Hence $W'^2=W_r^2+(N_T/N)(x_r^2-x_f^2)$. Taking the root to first order,

$$\frac{W'-W_r}{W_r}=\frac{N_T}{2N}\,\frac{x_r^2-x_f^2}{W_r^2} .$$

The probing voltage is too fast for the traps and moves the edge alone. A shift $dW'$ uncovers the charge $N\,dW'$ per unit area and changes the band bending by $(4\pi/\varepsilon)W'N\,dW'$. The capacitance per unit area is their ratio, $C=\varepsilon/(4\pi W')$. Its relative change is minus that of $W'$. $\square$

With a reverse bias of 5 V and $N_T/N=0.01$, the example has $W_r=2687$ nm and $x_r=2099$ nm. The front depth is 651 nm after 1 μs and 366 nm after 10 ms. For the shorter pulse,

$$\frac{\Delta C}{C}=-0.005\times\frac{2099^2-651^2}{2687^2}\approx-0.00276,$$

and for the longer one $-0.00296$. Terms of second order in $N_T/N$ and the smoothness of the fronts raise both magnitudes by about half a per cent and leave their ratio nearly unchanged. The amplitude grows by about 7% over four decades of pulse length, with both bias levels held fixed. Traps in the region that is neutral during the pulse fill within a fraction of a microsecond, since $1/(cN)\approx0.065$ μs. The later growth comes from the tail. Within this model a single capture coefficient therefore gives an amplitude that keeps creeping upward until emission stops the front, and such creep by itself is no evidence for a spread of capture coefficients.

### The model beside a real silicon diode

The parameters are rough values in the regime of the acceptor level of the vacancy–phosphorus pair in phosphorus-doped silicon: a level roughly 0.45 eV deep, a cross-section of the order of $10^{-15}\ \mathrm{cm^2}$, and a temperature at which emission takes of the order of a second. None of them is meant to be far from typical, but the cross-section is the least certain. At negligible emission the front depends on the product $ct$, so a cross-section ten times larger would move the 1 ms front to the 10 ms position, 54 nm further. The equal degeneracy assumed for the two trap states is a simplification too. If the empty state has an unpaired spin and the filled state has none, the emission rate at given $E$ and $c$ is doubled, $u_\infty$ falls by $\ln2$, and the front stops about 13 nm earlier. Real diodes also break the assumption of a uniform and accurately known doping. At fixed $t$, $c$ and $T$, the law gives

$$\frac{d\ln s_f}{d\ln N}=-\frac12+\frac{1}{2(u_f-1)},$$

the first term from $L\propto N^{-1/2}$ and the second from the logarithm. At 1 ms this is $-0.44$, so a doping 10% higher, still uniform, shortens $s_f$ by about 19 nm. A graded profile needs its own solution of Poisson's equation.

### Sizes of the neglected effects

**Electron supply.** The advancing front consumes $N_T\,ds_f/dt=N_T\ell/t$ electrons per unit area and time, where $\ell=L^2/s_f$. Diffusion can supply a flux of order $Dn/\ell$, with $n=\ln2/(ct)$ at the front and $D$ the diffusion constant. The ratio of demand to supply is

$$\frac{N_Tc\,\ell^2}{D\ln2},$$

in which $t$ appears only through $\ell$. For a rough mobility of 2000 cm²/Vs it is about $2\times10^{-7}$ at the 1 μs front, so capture does not disturb the flat quasi-Fermi level. The mean free path at this mobility, roughly 50 nm, is comparable to $\ell$, so the diffusive flux is only a rough measure. Replacing it by the ballistic flux, a quarter of $n$ times the mean speed, gives $3\times10^{-7}$ and the same conclusion. The time $L^2/D$, about 3 ps, is the scale of local relaxation near the edge. Refilling the layer that was depleted at reverse bias takes longer, since its electrons must arrive through the resistive bulk. This time and the rise time of the external circuit must both be short compared with the pulse.

**Trap charge.** Including the charge of the traps in Poisson's equation at $N_T/N=0.01$, with their occupation estimated from the band bending at the end of the pulse, changes the advance between 1 μs and 10 ms by less than $0.1$ nm out of 285 nm. The surface bending is held fixed in this comparison. So small a change is a near-cancellation that belongs to this example, since each front by itself moves further. The quantity $L^2u'^2/2$ is the integral over $u$ of the net charge density divided by $N$. With the traps filled up to $u_f$, it is lowered on the surface side of the front from $u-1$ to about $u-1-q$, where $q=(N_T/N)(u_f-1)$. Integrating as in Lemma 2 then places the front deeper by $qL^2(1/s_f-1/W)$ to first order. The electron density in the bulk is also lower by the fraction $N_T/N$, which lowers $u_f$ by $N_T/N$ and adds $(N_T/N)L^2/s_f$ to the depth. The sum is about 1.3 nm both at 1 μs and at 10 ms, and so it nearly drops out of the advance. For another surface bending it need not. The estimate also ignores the history of the filling: early in the pulse the traps carry less charge than at its end. When the filling is followed in time together with Poisson's equation, the shifts become about 1.0 nm at 1 μs and 1.2 nm at 10 ms, and the advance is shortened by about $0.2$ nm. The bound of $0.1$ nm therefore holds only within the end-of-pulse estimate, though the effect remains small against 285 nm.

**Statistics and band structure.** The ratio $N/N_c$ is $7\times10^{-5}$, so degeneracy is negligible. If only the donor ground state is counted, about 0.2% of the donors are neutral in the bulk. The low-lying excited states of phosphorus raise this several times, to the order of 1%, which is still small. The mean speed used above belongs to an isotropic mass of 0.321 electron masses, the geometric mean over the three axes of a valley. Averaging over the actual ellipsoid raises the speed by 10%. At fixed cross-section this moves the 1 ms front by $(L^2/s_f)\ln1.098\approx2.3$ nm.

**Field.** The field at the 10 ms front is $kTs_f/L^2\approx0.008$ MV/cm. If the empty trap attracted the electron with a unit charge, the barrier $-1/(\varepsilon r)-Fr$ in a field $F$ would have its top at $r=1/\sqrt{\varepsilon F}$, lowered by $2\sqrt{F/\varepsilon}$, here $0.020$ eV. If the barrier were lowered by this amount in every direction, the emission rate would rise about threefold and $et$ would still be only about $0.03$. The lowering is smaller away from the field direction, so this is an upper estimate. The acceptor considered here is neutral when empty and lacks this long-range attraction. The largest field at reverse bias is $0.042$ MV/cm, well below a rough breakdown scale of $0.3$ MV/cm.

**Tunnelling.** At reverse bias an electron may leave through the barrier at an energy $\mathcal E$ below its top. It gains a thermal factor $\exp(\mathcal E/kT)$ and pays the tunnelling factor $\exp[-4\sqrt{2m}\,\mathcal E^{3/2}/(3F)]$ for a triangular barrier and mass $m$. The exponent is stationary where $1/kT=2\sqrt{2m\mathcal E}/F$, that is at $\mathcal E=F^2/[8m(kT)^2]$. The tunnelling term is then two thirds of the thermal one, which leaves $F^2/[24m(kT)^3]$. With the light transverse mass of 0.19 and the largest reverse field this is $0.06$. In this purely electronic picture of a short-range centre the change in emission is some per cent. A real deep level emits with the help of lattice vibrations, which add a defect-specific time to the thermal time $1/(2kT)$, about 19 fs at 200 K. The exponent goes as the cube of the sum, so an added 10 to 20 fs would raise it to between $0.2$ and $0.5$. The value $0.06$ is therefore a scale, not a prediction for a given defect.

**Few electrons.** At the 10 ms front the density is $4.5\times10^9\ \mathrm{cm^{-3}}$. In a diode of area $0.01\ \mathrm{cm^2}$, one decay length there holds about 100 electrons on average. The smooth $n$ of the theory is to be read as a mean density. The same holds for the donors, whose mean spacing $N^{-1/3}=100$ nm is close to the Debye length. Their random positions make the front in a real diode uneven, which the uniform charge of A1 does not describe; the calculated position and width belong to the smooth model. A rough estimate, treating the surface and the edge as conducting planes and the fluctuations as Gaussian, gives an rms potential fluctuation of about $0.4\,kT$ at the 1 ms front, or about 9 nm in local position. Averaged over the area, the half-filled point moves by less than 1 nm and the width grows from 76 to about 79 nm.

**Temperature of use.** At 220 K the emission rate is about $14\ \mathrm{s^{-1}}$, and a 10 ms pulse has $et\approx0.14$. The first-order lag is then about 2 nm, and for much longer pulses the full occupation of Lemma 3 should replace the simple front condition. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Temperature 200 K, kT = 0.01723 eV; permittivity 11.7
Doping 1.0e+15 cm^-3, trap/doping ratio 0.01
Trap depth 0.45 eV, cross-section 1.0e-15 cm^2
Masses: long. 0.92, trans. 0.19, DOS 0.3214 m_e
Band bending in pulse 0.6 eV, reverse bias 5.0 V
Debye length L = 105.56 nm
Conduction-band density Nc = 1.494e+19 cm^-3
Mean speed = 1.550e+07 cm/s
Capture coefficient c = 1.550e-08 cm^3/s, cN = 1.550e+07 1/s
Emission rate e = 1.059 1/s
Surface bending u_s = 34.81, corrected edge W = 868.1 nm
t=1e-06 s: u_f=3.107, s law=216.71 nm, s numerical=217.05 nm, depth=651.4 nm
t=1e-05 s: u_f=5.410, s law=313.50 nm, s numerical=313.51 nm, depth=554.6 nm
t=1e-04 s: u_f=7.712, s law=386.78 nm, s numerical=386.78 nm, depth=481.3 nm
t=1e-03 s: u_f=10.015, s law=448.24 nm, s numerical=448.22 nm, depth=419.9 nm
t=1e-02 s: u_f=12.317, s law=502.23 nm, s numerical=502.08 nm, depth=365.9 nm
Front at 1 ms: s = 4482 angstrom
Advance per decade: [96.79 73.28 61.46 53.99] nm
Slope ds^2/dln t: numerical 22282, 2L^2 22287 nm^2
Depth at 1 ms: law 419.87, numerical 419.89, plain depletion 408.41 nm
10-90% width, 0.1 ms: law 87.22, numerical 87.22 nm
10-90% width, 1 ms: law 75.53, numerical 75.55 nm
Equal-area front, 1 ms: law 452.35, numerical 452.38 nm
Emission lag coefficient in u: 0.6387 times e*t
Lag at e*t=0.1 (t=0.0944 s): law 1.295, numerical 1.289 nm
e*t at 10 ms = 0.0106, lag there 0.150 nm
Stop: u = 16.499, s law 587.73, numerical 587.73 nm
Reverse bias: edge 2686.9 nm, trap crossing 2099.2 nm
Signal dC/C: 1 us -0.002758, 10 ms -0.002959
Signal growth, 1 us to 10 ms: 7.29 %
Neglected effects:
Advance 1 us to 10 ms: no trap charge 285.18, with trap charge 285.23 nm
Electron demand/supply at 1 us front: 1.7e-07 (mobility 2000 cm2/Vs)
Dielectric relaxation time: 3.2e-12 s
Degeneracy N/Nc = 6.7e-05; neutral donors 0.18 % (donor depth 0.045 eV)
Ellipsoidal/isotropic speed 1.098, front shift at 1 ms 2.32 nm
Field at 10 ms front 0.0078 MV/cm
Barrier lowering there, charged-centre bound 0.0196 eV
Peak reverse field 0.0416 MV/cm, rough breakdown scale 0.3 MV/cm
Tunnelling exponent at peak reverse field: 0.0564
Electron density at 10 ms front: 4.47e+09 cm^-3
Electrons in one decay length there: 99 (area 0.01 cm^2)
Emission rate at 220 K: 13.76 1/s, e*t at 10 ms 0.138
```
